# The blade test with unequal wafers and with a rigid partner: a numerical check

```python
# Blade test of a bonded wafer pair. Result under test:
#   G = 3 h^2 / (8 L^4 S),  S = 1/(E1' t1^3) + 1/(E2' t2^3)
# G: energy released per debonded area, h: blade thickness, L: debond length,
# t: wafer thickness, E': plate (plane-strain) modulus of each wafer.
# Equal wafers -> one rigid wafer doubles G at fixed h and L.
# Independent road: 2D plane-strain finite elements for both wafers, with
# G obtained from the compliance change when the crack tip is moved.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.constants import g as gravity


def line_matrices(count, size):
    """Mass, stiffness and mixed (derivative, value) quadratic 1D matrices."""
    mass = np.array([[4, 2, -1], [2, 16, 2], [-1, 2, 4]]) * size / 30
    stiff = np.array([[7, -8, 1], [-8, 16, -8], [1, -8, 7]]) / (3 * size)
    mixed = np.array([[-3, 4, -1], [-4, 0, 4], [1, -4, 3]]).T / 6
    result = []
    for local in (mass, stiff, mixed):
        full = np.zeros((2 * count + 1, 2 * count + 1))
        for e in range(count):
            full[2*e:2*e+3, 2*e:2*e+3] += local
        result.append(sp.csr_matrix(full))
    return result


def wafer_stiffness(x_matrices, wafer, layers):
    """Plane-strain stiffness; wafer = (thickness, (cxx, czz, cxz, cshear))."""
    thickness, (cxx, czz, cxz, cs) = wafer
    mx, kx, gx = x_matrices
    mz, kz, gz = line_matrices(layers, thickness / layers)
    kuu = cxx * sp.kron(kx, mz) + cs * sp.kron(mx, kz)
    kww = czz * sp.kron(mx, kz) + cs * sp.kron(kx, mz)
    kuw = cxz * sp.kron(gx, gz.T) + cs * sp.kron(gx.T, gz)
    return sp.bmat([[kuu, kuw], [kuw.T, kww]])


def unit_force_field(stiffness, shape, tip):
    """Displacements [wafer, component, x node, z node] for unit blade force."""
    ids = np.arange(np.prod(shape)).reshape(shape)
    ids[1, :, 2*tip:, -1] = ids[0, :, 2*tip:, 0]   # bonded interface
    ids[:, :, -1, :] = -1                          # far bonded end held
    flat = ids.ravel()
    rows = np.where(flat >= 0)[0]
    unique, columns = np.unique(flat[rows], return_inverse=True)
    tie = sp.csr_matrix((np.ones(rows.size), (rows, columns)),
                        shape=(flat.size, unique.size))
    force = np.zeros(shape)
    force[0, 1, 0, 0] = 1.0
    force[1, 1, 0, -1] = -1.0
    reduced = (tie.T @ stiffness @ tie).tocsc()
    return (tie @ spsolve(reduced, tie.T @ force.ravel())).reshape(shape)


def plate_modulus(constants):
    cxx, czz, cxz, _ = constants
    return cxx - cxz**2 / czz


def elastic_2d(upper, lower, length, blade, density=3):
    """G, blade force, upper share, sliding/opening, bending strain ratio."""
    tip = int(round(density * length / upper[0]))
    step = length / tip
    ahead = int(np.ceil(6 * max(upper[0], lower[0]) / step))
    x_matrices = line_matrices(tip + ahead, step)
    stiffness = sp.block_diag([wafer_stiffness(x_matrices, w, density)
                               for w in (upper, lower)]).tocsr()
    shape = (2, 2, 2 * (tip + ahead) + 1, 2 * density + 1)
    fields = [unit_force_field(stiffness, shape, tip + s) for s in (-1, 0, 1)]
    compliance = [f[0, 1, 0, 0] - f[1, 1, 0, -1] for f in fields]
    slope = (compliance[2] - compliance[0]) / (2 * step)
    release = blade**2 * slope / (2 * compliance[1]**2)
    field = fields[1]
    # the intact far end is the reference for the two deflections
    share = field[0, 1, 0, 0] / compliance[1]
    behind = field[0, :, 2*tip-2, 0] - field[1, :, 2*tip-2, -1]
    sliding = abs(behind[0] / behind[1])
    # outer-face strain halfway along the arm, against M = force * distance
    strain = abs(field[0, 0, tip+1, -1] - field[0, 0, tip-1, -1]) / step
    beam_strain = 6 * (length / 2) / (plate_modulus(upper[1]) * upper[0]**2)
    return release, blade / compliance[1], share, sliding, strain / beam_strain


def beam_result(upper, lower, length, blade):
    """Derived formulas: G, blade force per width, upper share of opening."""
    k1, k2 = [plate_modulus(w[1]) * w[0]**3 for w in (upper, lower)]
    total = 1 / k1 + 1 / k2
    return (3 * blade**2 / (8 * length**4 * total),
            blade / (4 * length**3 * total), 1 / (k1 * total))


# Rough typical cubic constants of silicon (Pa), rotated to the wafer axes.
c11, c12, c44 = 166e9, 64e9, 80e9


def cubic(a, b, c, d):
    return (c12 * (a @ b) * (c @ d)
            + c44 * ((a @ c) * (b @ d) + (a @ d) * (b @ c))
            + (c11 - c12 - 2 * c44) * np.sum(a * b * c * d))


ex = np.array([1, 1, 0]) / np.sqrt(2)
ey = np.array([-1, 1, 0]) / np.sqrt(2)
ez = np.array([0, 0, 1.0])
silicon = (cubic(ex, ex, ex, ex), cubic(ez, ez, ez, ez),
           cubic(ex, ex, ez, ez), cubic(ex, ez, ex, ez))
normal = np.array([[cubic(a, a, b, b) for b in (ex, ey, ez)]
                   for a in (ex, ey, ez)])
strip_modulus = 1 / np.linalg.inv(normal)[0, 0]
modulus = plate_modulus(silicon)
modulus_100 = c11 - c12**2 / c11

t, t_thin, blade, length = 725e-6, 500e-6, 100e-6, 16e-3
wafer = (t, silicon)
partners = {
    "equal": wafer,
    "rigid": (t, tuple(1000 * c for c in silicon)),   # 1000 times stiffer
    "thin": (t_thin, silicon),
    "soft thin": (t_thin, tuple(0.4 * c for c in silicon)),
}
beam, solid, limit_ratio = {}, {}, {}
for name, partner in partners.items():
    short_beam = beam_result(wafer, partner, length, blade)
    long_beam = beam_result(wafer, partner, 2 * length, blade)
    short_solid = elastic_2d(wafer, partner, length, blade)
    long_solid = elastic_2d(wafer, partner, 2 * length, blade)
    beam[name], solid[name] = short_beam, short_solid
    # effective-length ratios are linear in t/L; extrapolate to t/L = 0
    limits = []
    for item, power in ((0, 4), (1, 3)):
        near = (short_beam[item] / short_solid[item])**(1 / power)
        far = (long_beam[item] / long_solid[item])**(1 / power)
        limits.append((2 * far - near)**(-power))
    limit_ratio[name] = limits[0]
    assert abs(limits[0] - 1) < 0.02, (name, limits)
    assert abs(limits[1] - 1) < 0.02, (name, limits)
    share_limit = 2 * long_solid[2] - short_solid[2]
    assert abs(share_limit - short_beam[2]) < 0.01, (name, share_limit)
    assert abs(short_solid[4] - 1) < 0.01, (name, short_solid[4])

# Doubling in the slender limit, from the 2D results
rigid_beam = 3 * modulus * t**3 * blade**2 / (8 * length**4)
slender_doubling = (limit_ratio["rigid"] * beam["rigid"][0]
                    / (limit_ratio["equal"] * beam["equal"][0]))
assert abs(slender_doubling - 2) < 0.03, slender_doubling
# Mirror symmetry forbids sliding; a rigid partner brings it in
assert solid["equal"][3] < 1e-5 and solid["rigid"][3] > 0.05
# Mesh refinement changes the 2D energy little
fine = elastic_2d(wafer, wafer, length, blade, density=6)
assert abs(fine[0] / solid["equal"][0] - 1) < 0.01
# Same fracture energy needs a debond longer by 2^(1/4) on a rigid partner
longer = length * 2**0.25
same_energy = elastic_2d(wafer, partners["rigid"], longer, blade)[0]
same_energy_ratio = same_energy / solid["equal"][0]
assert abs(same_energy_ratio - 1) < 0.10, same_energy_ratio

equal_g, equal_force, _ = beam["equal"]
rigid_force = modulus * t**3 * blade / (4 * length**3)
thin_g, thin_force, thick_share = beam["thin"]


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("INPUTS (rough typical silicon constants)")
show("c11", c11 / 1e9, "GPa")
show("c12", c12 / 1e9, "GPa")
show("c44", c44 / 1e9, "GPa")
show("wafer thickness", t * 1e6, "um")
show("thin partner thickness", t_thin * 1e6, "um")
show("blade thickness", blade * 1e6, "um")
show("debond length", length * 1e3, "mm")
show("plate modulus along [110]", modulus / 1e9, "GPa")
show("E' t^3 of 725 um wafer", modulus * t**3, "N m")
show("E' t^3 of 500 um wafer", modulus * t_thin**3, "N m")
print("BEAM RESULTS")
show("G, equal wafers", equal_g, "J/m2")
show("G, rigid partner", rigid_beam, "J/m2")
show("ratio rigid/equal", rigid_beam / equal_g)
show("surface energy per face, equal wafers", equal_g / 2, "J/m2")
show("blade force per width, equal", equal_force, "N/m")
show("blade force per width, rigid", rigid_force, "N/m")
show("G, 500 um partner", thin_g, "J/m2")
show("blade force per width, 500 um partner", thin_force, "N/m")
show("opening taken by 725 um wafer", thick_share * blade * 1e6, "um")
show("opening taken by 500 um wafer", (1 - thick_share) * blade * 1e6, "um")
show("equal-wafer formula (725 um) / true G, thin pair", equal_g / thin_g)
for multiple in (1, 2, 3):
    thick = beam_result(wafer, (multiple * t, silicon), length, blade)[0]
    show(f"G/G_rigid for partner {multiple} t thick", thick / rigid_beam)
show("debond length on rigid partner, same G", longer * 1e3, "mm")
print("2D ELASTIC CHECK (rigid = 1000 times stiffer)")
show("G 2D, equal", solid["equal"][0], "J/m2")
show("G 2D, rigid", solid["rigid"][0], "J/m2")
show("G 2D, 500 um partner", solid["thin"][0], "J/m2")
show("ratio rigid/equal, 2D at 16 mm", solid["rigid"][0] / solid["equal"][0])
show("ratio rigid/equal, 2D slender limit", slender_doubling)
for name in ("equal", "rigid"):
    offset = length * ((beam[name][0] / solid[name][0])**0.25 - 1) / t
    show(f"extra effective length, {name}", offset, "t", 3)
show("G 2D rigid at longer debond / G 2D equal", same_energy_ratio)
show("sliding/opening t/3 behind tip, rigid", solid["rigid"][3], "", 2)
show("sliding/opening t/3 behind tip, 500 um", solid["thin"][3], "", 2)
show("mesh refinement change of G", 100 * (fine[0] / solid["equal"][0] - 1),
     "%", 2)
print("OTHER NEGLECTED EFFECTS")
show("G change if debond runs along [100]",
     100 * (modulus_100 / modulus - 1), "%", 3)
show("G change, narrow strip modulus", 100 * (strip_modulus / modulus - 1),
     "%", 2)
show("G change if L is read 0.5 mm short",
     100 * ((length / (length - 0.5e-3))**4 - 1), "%", 3)
show("nominal root stress, equal", 6 * equal_force * length / t**2 / 1e6,
     "MPa", 3)
show("nominal root stress, rigid", 6 * rigid_force * length / t**2 / 1e6,
     "MPa", 3)
show("largest arm slope, rigid", 1.5 * blade / length, "rad", 2)
rough_density = 2330.0   # kg/m3, rough value for silicon
show("arm weight / blade force, equal",
     100 * rough_density * gravity * t * length / equal_force, "%", 2)
print("done: every assertion held")
```

Printed output:

```
INPUTS (rough typical silicon constants)
c11: 166 GPa
c12: 64 GPa
c44: 80 GPa
wafer thickness: 725 um
thin partner thickness: 500 um
blade thickness: 100 um
debond length: 16 mm
plate modulus along [110]: 170.3 GPa
E' t^3 of 725 um wafer: 64.91 N m
E' t^3 of 500 um wafer: 21.29 N m
BEAM RESULTS
G, equal wafers: 1.857 J/m2
G, rigid partner: 3.714 J/m2
ratio rigid/equal: 2
surface energy per face, equal wafers: 0.9285 J/m2
blade force per width, equal: 198.1 N/m
blade force per width, rigid: 396.2 N/m
G, 500 um partner: 0.9174 J/m2
blade force per width, 500 um partner: 97.85 N/m
opening taken by 725 um wafer: 24.7 um
opening taken by 500 um wafer: 75.3 um
equal-wafer formula (725 um) / true G, thin pair: 2.024
G/G_rigid for partner 1 t thick: 0.5
G/G_rigid for partner 2 t thick: 0.8889
G/G_rigid for partner 3 t thick: 0.9643
debond length on rigid partner, same G: 19.03 mm
2D ELASTIC CHECK (rigid = 1000 times stiffer)
G 2D, equal: 1.664 J/m2
G 2D, rigid: 3.472 J/m2
G 2D, 500 um partner: 0.8443 J/m2
ratio rigid/equal, 2D at 16 mm: 2.087
ratio rigid/equal, 2D slender limit: 2
extra effective length, equal: 0.615 t
extra effective length, rigid: 0.369 t
G 2D rigid at longer debond / G 2D equal: 1.055
sliding/opening t/3 behind tip, rigid: 0.95
sliding/opening t/3 behind tip, 500 um: 0.2
mesh refinement change of G: -0.25 %
OTHER NEGLECTED EFFECTS
G change if debond runs along [100]: -17 %
G change, narrow strip modulus: -0.37 %
G change if L is read 0.5 mm short: 13.5 %
nominal root stress, equal: 36.2 MPa
nominal root stress, rigid: 72.4 MPa
largest arm slope, rigid: 0.0094 rad
arm weight / blade force, equal: 0.13 %
done: every assertion held
```
